# The Wang-Teter kinetic kernel from Lindhard response and its FFT evaluation: test program

```python
# Wang-Teter kinetic functional, Hartree atomic units, spin-unpolarized electrons.
# Result under test: with T = T_TF + T_vW + CTF * int int rho^a w rho^b,
#   w(q) = 5/(9ab) rho0^(5/3-a-b) F(eta),  F = 1/L - 1 - 3 eta^2,  eta = q/(2 kF),
#   L = 1/2 + (1-eta^2)/(4 eta) ln|(1+eta)/(1-eta)| (Lindhard, chi = -kF L/pi^2),
# the Hessian of T at uniform density rho0 is -1/chi. Wang-Teter: a = b = 5/6, w = 0.8 F.
# CTF = 0.3 (3 pi^2)^(2/3), G2 = |G|^2 on the FFT grid, vol = cell volume.
# Exact reference: free electrons in V1 cos(qz) + V2 cos(2qz) by band diagonalization.
import numpy as np, sympy as sp, mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants
EV = physical_constants['Hartree energy in eV'][0]
pi = np.pi
CTF = 0.3*(3*pi**2)**(2/3)
fft, ifft = np.fft.fftn, np.fft.ifftn
WT = (5/6, 5/6)
fermi = lambda r0: (3*pi**2*r0)**(1/3)

def F(eta):
    e = np.atleast_1d(np.asarray(eta, float)).ravel()
    out = np.empty_like(e)
    k = np.arange(1, 41)
    lo, hi = e < 0.3, e > 3.0
    mid = ~(lo | hi)
    s = (e[lo, None]**(2*k)/(4*k*k - 1)).sum(1)
    out[lo] = s/(1 - s) - 3*e[lo]**2
    u2 = 1/e[hi]**2
    t = (3*u2[:, None]**(k - 1)/(4*(k + 1)**2 - 1)).sum(1)
    out[hi] = -3*t/(1 + u2*t) - 1
    m = e[mid]
    d = np.abs(1 - m)
    L = 0.5 + (1 - m*m)/(4*m)*np.log((1 + m)/np.where(d < 1e-14, 1.0, d))
    out[mid] = 1/L - 1 - 3*m*m
    return out.reshape(np.shape(eta))

lindhard = lambda e: 1/(F(e) + 1 + 3*np.asarray(e)**2)

def kernel(G2, r0, a, b):
    return 5/(9*a*b)*r0**(5/3 - a - b)*F(np.sqrt(G2)/(2*fermi(r0)))

def parts(rho, G2, vol, ab=WT, w_zero=0.0):
    a, b = ab
    n = rho.size
    w = kernel(G2, rho.mean(), a, b) + w_zero*(G2 == 0)
    tf = CTF*vol*np.mean(rho**(5/3))
    vw = 0.5*vol*np.sum(G2*np.abs(fft(np.sqrt(rho))/n)**2)
    nl = CTF*vol*np.real(np.sum(np.conj(fft(rho**a))*w*fft(rho**b)))/n**2
    return np.array([tf, vw, nl])

def potentials(rho, G2):
    psi = np.sqrt(rho)
    w = kernel(G2, rho.mean(), *WT)
    return (5/3*CTF*rho**(2/3), 0.5*np.real(ifft(G2*fft(psi)))/psi,
            5/3*CTF*rho**(-1/6)*np.real(ifft(w*fft(rho**(5/6)))))

def chi_quadrature(q, kf):
    f = lambda x: pi*(kf*kf - x*x)/q
    if q < 2*kf:
        I = quad(f, -kf, kf, weight='cauchy', wvar=-q/2, epsabs=1e-12, epsrel=1e-12)[0]
    else:
        I = quad(lambda x: f(x)/(x + q/2), -kf, kf, epsabs=1e-12, epsrel=1e-12)[0]
    return -4*I/(2*pi)**3

def grid(cell, n):
    X = np.meshgrid(*[np.arange(n)*c/n for c in cell], indexing='ij')
    G = np.meshgrid(*[2*pi/c*np.fft.fftfreq(n, 1/n) for c in cell], indexing='ij')
    return X, G, sum(g*g for g in G), float(np.prod(cell))

def exact(r0, q, V1, V2=0.0, M=8, nk=40, nz=64):
    """density on nz points, kinetic energy per volume, chemical potential"""
    m = np.arange(-M, M + 1)
    nb = m.size
    U = V1/2*(np.eye(nb, k=1) + np.eye(nb, k=-1)) + V2/2*(np.eye(nb, k=2) + np.eye(nb, k=-2))
    kin = lambda k: 0.5*(np.atleast_1d(k)[:, None] + m*q)**2
    ham = lambda k: U + kin(k)[:, :, None]*np.eye(nb)
    x, wx = np.polynomial.legendre.leggauss(nk)
    edge = np.linalg.eigvalsh(ham(np.array([0.0, q/2])))
    def nodes(mu):
        cross = np.nonzero((edge[0] - mu)*(edge[1] - mu) < 0)[0]
        ks = q/4
        if cross.size:
            ks = brentq(lambda k: np.linalg.eigvalsh(ham(k))[0, cross[0]] - mu, 0, q/2, xtol=1e-15)
        k = np.r_[ks*(x + 1)/2, ks + (q/2 - ks)*(x + 1)/2]
        return k, np.r_[ks*wx/2, (q/2 - ks)*wx/2]/pi
    def count(mu):
        k, wk = nodes(mu)
        return wk @ np.maximum(mu - np.linalg.eigvalsh(ham(k)), 0).sum(1)/pi - r0
    ef = fermi(r0)**2/2
    mu = brentq(count, ef - 0.3, ef + 0.3, xtol=1e-15)
    k, wk = nodes(mu)
    e, c = np.linalg.eigh(ham(k))
    gap = np.maximum(mu - e, 0)
    tz = np.einsum('ki,kin->kn', kin(k), c*c)
    T = wk @ (gap/pi*tz + gap**2/(2*pi)).sum(1)
    D = np.einsum('kin,kjn->ij', c*(wk[:, None]*gap/pi)[:, None, :], c)
    E = np.exp(2j*pi*np.outer(np.arange(nz), m)/nz)
    return np.real(np.einsum('zi,ij,zj->z', E, D, E.conj())), T, mu

line_G2 = lambda q, nz=64: (q*np.fft.fftfreq(nz, 1/nz))**2
amplitude = lambda rho, m=1: 2*np.real(fft(rho)[m])/rho.size

def self_consistent(r0, q, V, nz=64):
    G2 = line_G2(q, nz)
    v = V*np.cos(2*pi*np.arange(nz)/nz)
    kf = fermi(r0)
    chi = -kf/pi**2*lindhard(np.sqrt(G2)/(2*kf))*(G2 > 0)
    rho = np.full(nz, r0)
    for _ in range(300):
        res = sum(potentials(rho, G2)) + v
        rho = rho + np.real(ifft(chi*fft(res)))
    assert np.ptp(res) < 1e-9
    return rho, parts(rho, G2, 1.0).sum() + np.mean(v*rho)

rs = 2.0
rho0 = 3/(4*pi*rs**3)
kF = fermi(rho0)
print(f"rs = {rs} bohr, rho0 = {rho0:.6f} bohr^-3, kF = {kF:.6f} bohr^-1")
print(f"EF = {kF**2/2:.6f} Ha, CTF = {CTF:.6f}, pi^2/kF = {pi**2/kF:.5f} Ha bohr^3")

# Lindhard formula against the defining integral; stable F against 50-digit arithmetic
mp.mp.dps = 50
for e in (0.1, 0.5, 0.9, 1.2, 2.0, 5.0):
    assert abs(chi_quadrature(2*kF*e, kF)/(-kF/pi**2*lindhard(e)) - 1) < 1e-8
for e in (1e-4, 0.29, 0.31, 0.999, 1.001, 2.9, 3.1, 1e3):
    x = mp.mpf(e)
    ref = 1/(mp.mpf(1)/2 + (1 - x*x)/(4*x)*mp.log(abs((1 + x)/(1 - x)))) - 1 - 3*x*x
    assert abs(float(F(e))/float(ref) - 1) < 1e-11
assert np.all(F(np.logspace(-4, 4, 4001)) < 0)
for e in (0.25, 0.5, 0.75, 1.0, 1.5, 2.0, 5.0):
    print(f"eta = {e:4.2f}: L = {float(lindhard(e)):.6f}, F = {float(F(e)):.6f}, w_WT = {0.8*float(F(e)):.6f}")
low = minimize_scalar(lambda e: float(F(e)), bounds=(0.5, 0.999), method='bounded', options={'xatol': 1e-9})
print(f"minimum of F = {low.fun:.5f} at eta = {low.x:.4f}")

# symbolic series
x = sp.symbols('x', positive=True)
ell = sp.series(sp.log(1 + x) - sp.log(1 - x), x, 0, 12).removeO()
Ls = sp.expand(sp.Rational(1, 2) + (1 - x**2)/(4*x)*ell)
Fs = sp.expand(sp.series(1/Ls, x, 0, 6).removeO() - 1 - 3*x**2)
Ll = sp.expand((sp.Rational(1, 2) + (1 - 1/x**2)*x/4*ell)/x**2)
Fl = sp.expand(sp.series(1/Ll, x, 0, 6).removeO()/x**2 - 1 - 3/x**2)
assert sp.expand(Fs + sp.Rational(8, 3)*x**2 - sp.Rational(8, 45)*x**4) == 0
assert sp.expand(Fl + sp.Rational(8, 5) + sp.Rational(24, 175)*x**2) == 0
print("small eta (x = eta): F =", Fs, "; large eta (x = 1/eta): F =", Fl)

# finite-difference Hessians on a 3D grid; truncation error is O(eps^2) = 1e-6
cell = (5.0, 6.0, 7.0)
X, G, G2, vol = grid(cell, 12)
eps, golden = 1e-3, ((5 + 5**0.5)/6, (5 - 5**0.5)/6)
for mv in ((0, 0, 1), (1, 0, 1), (1, 2, 1)):
    gv = 2*pi*np.array(mv)/np.array(cell)
    q = np.linalg.norm(gv)
    wave = rho0*eps*np.cos(sum(g*r for g, r in zip(gv, X)))
    target = -1/chi_quadrature(q, kF)
    for ab in (WT, (1, 1), (0.5, 0.5), golden):
        for w0 in (0.0, 0.7):
            K = (parts(rho0 + wave, G2, vol, ab, w0) + parts(rho0 - wave, G2, vol, ab, w0)
                 - 2*parts(rho0 + 0*wave, G2, vol, ab, w0))/(vol*(rho0*eps)**2/2)
            a, b = ab
            extra = CTF*rho0**(a + b - 2)*(a*(a - 1) + b*(b - 1))*w0
            assert abs(K[0]*kF/pi**2 - 1) < 1e-5 and abs(K[1]*4*rho0/q**2 - 1) < 1e-5
            assert abs(K.sum() - target - extra) < 1e-5*target
            if ab == WT and w0 == 0:
                print(f"eta = {q/(2*kF):.4f}: WT Hessian {K.sum():.4f}, -1/chi {target:.4f} Ha bohr^3")

# potentials against directional derivatives, with and without change of electron number
ph = [2*pi*r/c for r, c in zip(X, cell)]
make = lambda p: rho0*(1 + 0.4*np.cos(p[0]) + 0.3*np.sin(p[1] + p[2]) + 0.1*np.cos(2*p[2]))
rho = make(ph)
vs = potentials(rho, G2)
eta = np.sqrt(G2[G2 > 0])/(2*kF)
dL = 1/(2*eta) - (1 + eta**2)/(4*eta**2)*np.log(np.abs((1 + eta)/(1 - eta)))
dF = -dL/lindhard(eta)**2 - 6*eta
shift = -4*CTF/(15*rho0)*np.sum(eta*dF*np.abs(fft(rho**(5/6))[G2 > 0]/rho.size)**2)
assert abs(shift) > 1e-4
for mean in (0.0, 0.5):
    d = rho0*(mean + np.cos(ph[0]) + np.sin(ph[1] + ph[2]) + np.cos(ph[0] - ph[1]))
    h = 1e-4
    num = (parts(rho + h*d, G2, vol) - parts(rho - h*d, G2, vol))/(2*h)
    ana = np.array([vol*np.mean(v*d) for v in vs]) + np.array([0, 0, shift*vol*d.mean()])
    assert np.allclose(num, ana, rtol=1e-6, atol=0)
print(f"constant from rho0 dependence, 3D test density = {shift:.6f} Ha")
lam = 1.3
for ab in (WT, (1, 1)):
    assert np.allclose(parts(lam**3*rho, lam**2*G2, vol/lam**3, ab), lam**2*parts(rho, G2, vol, ab), rtol=1e-12)

# explicit real-space double sum, no FFT
X8, G8, G28, _ = grid(cell, 8)
rho8 = make([2*pi*r/c for r, c in zip(X8, cell)])
E = np.exp(1j*sum(np.outer(r.ravel(), g.ravel()) for r, g in zip(X8, G8)))
W = np.real((E*kernel(G28, rho0, *WT).ravel()) @ E.conj().T)/vol
phi = rho8.ravel()**(5/6)
direct = CTF*(vol/phi.size)**2*phi @ W @ phi
assert abs(direct/parts(rho8, G28, vol)[2] - 1) < 1e-10
print(f"T_NL 8^3 grid: double sum {direct:.8f} Ha, FFT {parts(rho8, G28, vol)[2]:.8f} Ha")

# slow and fast limits at 50 percent modulation; neglected terms are O(eta^2), O(eta^-2)
th = 2*pi*np.arange(64)/64
rho = rho0*(1 + 0.5*np.cos(th))
q = 2*kF*0.01
slow = -8/9*np.mean((rho/rho0)**(2/3)*(0.5*rho0*q*np.sin(th))**2/(8*rho))
r_slow = parts(rho, line_G2(q), 1.0)[2]/slow
fast = -32/25*CTF*(np.mean(rho**(5/3)) - np.mean(rho**(5/6))**2)
r_fast = parts(rho, line_G2(2*kF*50), 1.0)[2]/fast
assert abs(r_slow - 1) < 1e-3 and abs(r_fast - 1) < 1e-3
print(f"T_NL / limit: eta = 0.01 {r_slow:.6f}, eta = 50 {r_fast:.6f}")

# real-space tail by radial transform after removing the delta and a Yukawa term;
# at extrema of the cosine the next correction is about 18 (ln x / x)^2, near 1 percent
geo = np.geomspace(1e-10, 1e-2, 30)
edges = np.r_[0.01*np.arange(99), 1 - geo[::-1], 1.0, 1 + geo, 0.01*np.arange(102, 6001)]
xg, wg = np.polynomial.legendre.leggauss(10)
half = np.diff(edges)[:, None]/2
en = (edges[:-1, None] + half*(xg + 1)).ravel()
wn = (half*wg).ravel()
fn = 0.8*F(en) + 32/25 + (96/875)/(1 + en**2)
for xr in (80*pi, 81*pi):
    tail = xr**2/(2*pi**2)*np.sum(wn*en*fn*np.sin(en*xr))
    assert abs(tail/(4/(5*pi)*np.cos(xr)) - 1) < 0.03
    print(f"2 kF r = {xr:.2f}: r^3 w(r) = {tail:.5f}, asymptote {4/(5*pi)*np.cos(xr):.5f}")

# order of the error against exact T_s
def errors(q, V1, V2=0.0):
    rho, T, _ = exact(rho0, q, V1, V2)
    p = parts(rho, line_G2(q), 1.0)
    return p.sum() - T, p[0] + p[1] - T, rho, T
for e, V in ((0.4, 0.01), (0.7, 0.01), (1.5, 0.04)):
    q = 2*kF*e
    big, small = errors(q, V), errors(q, V/2)
    chi, A = chi_quadrature(q, kF), amplitude(small[2])
    assert abs(A/(V/2)/chi - 1) < 5e-3
    assert abs((small[3] - CTF*rho0**(5/3))/(-A*A/(4*chi)) - 1) < 5e-3
    assert 12 < big[0]/small[0] < 21 and 3.6 < big[1]/small[1] < 4.4
    print(f"eta = {e}, V = {V} Ha halved: error ratio WT {big[0]/small[0]:.2f}, TF+vW {big[1]/small[1]:.2f}")
q = 2*kF*0.7
odd = [errors(q, V, V)[0] - errors(q, -V, -V)[0] for V in (0.02, 0.01)]
assert abs(odd[1]) > 1e-12 and 7 < odd[0]/odd[1] < 9
print(f"two harmonics, eta = 0.7, V = 0.02 Ha halved: odd WT error ratio {odd[0]/odd[1]:.2f}")

# worked example
e, V = 1.2, 0.2
q = 2*kF*e
G2 = line_G2(q)
assert abs(amplitude(self_consistent(rho0, q, 0.01)[0])/amplitude(exact(rho0, q, 0.01)[0]) - 1) < 5e-3
rho, T, mu = exact(rho0, q, V)
assert abs(T - exact(rho0, q, V, M=12, nk=60)[1]) < 1e-11
p = parts(rho, G2, 1.0)/rho0
assert np.allclose(p, parts(rho[::2], line_G2(q, 32), 1.0)/rho0, atol=1e-11)
t0 = CTF*rho0**(2/3)
chi = -kF/pi**2*float(lindhard(e))
print(f"example: eta = {e}, V = {V} Ha, q = {q:.6f} bohr^-1, period = {2*pi/q:.5f} bohr")
print(f"L = {float(lindhard(e)):.6f}, F = {float(F(e)):.6f}, chi = {chi:.6f} bohr^-3/Ha, mu = {mu:.6f} Ha")
print(f"exact amplitudes/rho0: first {amplitude(rho)/rho0:.6f}, second {amplitude(rho, 2)/rho0:.6f}; linear {chi*V/rho0:.6f}")
phiG = np.real(fft(rho**(5/6)))/rho.size
print(f"phi_0 = {phiG[0]:.6e} bohr^-5/2")
for m in (1, 2, 3):
    w = 0.8*float(F(m*e))
    print(f"m = {m}: phi = {phiG[m]:.6e} bohr^-5/2, w = {w:.6f}, pair term {2*CTF*w*phiG[m]**2/rho0:.5e} Ha/electron")
print(f"per electron: uniform {t0:.6f}, TF {p[0]:.6f}, vW {p[1]:.6f}, NL {p[2]:.6f} Ha")
print(f"T exact = {T/rho0:.6f} Ha/electron, T WT = {p.sum():.6f} Ha/electron")
dT = T/rho0 - t0
print(f"dT exact = {dT:.6f} Ha/electron = {dT*EV:.4f} eV/electron")
models = {'TF': p[0], 'TF+vW/9': p[0] + p[1]/9, 'TF+vW': p[0] + p[1], 'Wang-Teter': p.sum(),
          'Perrot': parts(rho, G2, 1.0, (1, 1)).sum()/rho0,
          'Smargiassi-Madden': parts(rho, G2, 1.0, (0.5, 0.5)).sum()/rho0}
for name, t in models.items():
    print(f"dT {name} = {t - t0:.6f} Ha/electron, error {100*((t - t0)/dT - 1):+.2f} percent")
for name in ('TF', 'TF+vW/9', 'TF+vW'):
    assert abs(models['Wang-Teter'] - T/rho0) < abs(models[name] - T/rho0)
print(f"WT kinetic error = {(p.sum() - T/rho0)*EV*1e3:.2f} meV/electron")
rsc, Esc = self_consistent(rho0, q, V)
v = V*np.cos(th)
assert Esc <= p.sum()*rho0 + np.mean(v*rho)
dE, dEsc = (T + np.mean(v*rho))/rho0 - t0, Esc/rho0 - t0
print(f"self-consistent WT amplitudes/rho0: first {amplitude(rsc)/rho0:.6f}, second {amplitude(rsc, 2)/rho0:.6f}")
print(f"dE exact = {dE:.6f} Ha/electron = {dE*EV:.4f} eV/electron")
print(f"dE WT = {dEsc:.6f} Ha/electron = {dEsc*EV:.4f} eV/electron")
print(f"dE second order chi V^2/(4 rho0) = {chi*V*V/(4*rho0):.6f} Ha/electron")
print("every check passed")
```

Output:

```
rs = 2.0 bohr, rho0 = 0.029842 bohr^-3, kF = 0.959579 bohr^-1
EF = 0.460396 Ha, CTF = 2.871234, pi^2/kF = 10.28535 Ha bohr^3
eta = 0.25: L = 0.978899, F = -0.165944, w_WT = -0.132755
eta = 0.50: L = 0.911980, F = -0.653484, w_WT = -0.522787
eta = 0.75: L = 0.783779, F = -1.411629, w_WT = -1.129304
eta = 1.00: L = 0.500000, F = -2.000000, w_WT = -1.600000
eta = 1.50: L = 0.164700, F = -1.678371, w_WT = -1.342696
eta = 2.00: L = 0.088020, F = -1.638996, w_WT = -1.311197
eta = 5.00: L = 0.013442, F = -1.605591, w_WT = -1.284472
minimum of F = -2.05142 at eta = 0.9776
small eta (x = eta): F = 8*x**4/45 - 8*x**2/3 ; large eta (x = 1/eta): F = -24*x**2/175 - 8/5
eta = 0.4677: WT Hessian 11.1367, -1/chi 11.1367 Ha bohr^3
eta = 0.8047: WT Hessian 13.8335, -1/chi 13.8335 Ha bohr^3
eta = 1.3559: WT Hessian 49.4935, -1/chi 49.4934 Ha bohr^3
constant from rho0 dependence, 3D test density = 0.014846 Ha
T_NL 8^3 grid: double sum -0.15440277 Ha, FFT -0.15440277 Ha
T_NL / limit: eta = 0.01 0.999993, eta = 50 1.000034
2 kF r = 251.33: r^3 w(r) = 0.25290, asymptote 0.25465
2 kF r = 254.47: r^3 w(r) = -0.25291, asymptote -0.25465
eta = 0.4, V = 0.01 Ha halved: error ratio WT 16.00, TF+vW 4.00
eta = 0.7, V = 0.01 Ha halved: error ratio WT 16.00, TF+vW 4.00
eta = 1.5, V = 0.04 Ha halved: error ratio WT 16.00, TF+vW 4.00
two harmonics, eta = 0.7, V = 0.02 Ha halved: odd WT error ratio 7.98
example: eta = 1.2, V = 0.2 Ha, q = 2.302990 bohr^-1, period = 2.72827 bohr
L = 0.280193, F = -1.751031, chi = -0.027242 bohr^-3/Ha, mu = 0.449568 Ha
exact amplitudes/rho0: first -0.181545, second 0.005367; linear -0.182577
phi_0 = 5.352037e-02 bohr^-5/2
m = 1: phi = -4.054575e-03 bohr^-5/2, w = -1.400824, pair term -4.43151e-03 Ha/electron
m = 2: phi = 8.910484e-05 bohr^-5/2, w = -1.300770, pair term -1.98738e-06 Ha/electron
m = 3: phi = -9.780579e-07 bohr^-5/2, w = -1.288785, pair term -2.37239e-10 Ha/electron
per electron: uniform 0.276238, TF 0.278769, vW 0.010966, NL -0.004433 Ha
T exact = 0.285289 Ha/electron, T WT = 0.285301 Ha/electron
dT exact = 0.009052 Ha/electron = 0.2463 eV/electron
dT TF = 0.002531 Ha/electron, error -72.04 percent
dT TF+vW/9 = 0.003750 Ha/electron, error -58.57 percent
dT TF+vW = 0.013497 Ha/electron, error +49.11 percent
dT Wang-Teter = 0.009064 Ha/electron, error +0.13 percent
dT Perrot = 0.009065 Ha/electron, error +0.15 percent
dT Smargiassi-Madden = 0.009053 Ha/electron, error +0.02 percent
WT kinetic error = 0.33 meV/electron
self-consistent WT amplitudes/rho0: first -0.181100, second 0.006149
dE exact = -0.009103 Ha/electron = -0.2477 eV/electron
dE WT = -0.009092 Ha/electron = -0.2474 eV/electron
dE second order chi V^2/(4 rho0) = -0.009129 Ha/electron
every check passed
```
